\section*{Which way do copper atoms drift in a current-carrying wire?}

\section{The charge argument}

\textbf{Q:} I expect copper atoms in an interconnect to drift toward the cathode. A copper atom in the metal has given up its conduction electron, so it is a positive ion, and the cathode is the negative terminal. What more is there to say?

\textbf{A:} Your argument identifies one force correctly. Let us fix its sign. Let $x$ run inside the wire from the anode, the positive terminal, to the cathode. The field $E>0$ and the conventional current density $j>0$ then point along $+x$. With $e>0$ the elementary charge, the field pulls on the ion with the direct force
\begin{equation}
F_d=Z_d\,eE,\qquad Z_d>0 .
\end{equation}
This does point toward the cathode. For a monovalent ion I shall take $Z_d=+1$, the full ionic charge. Screening by the electrons may reduce it, so this choice favours your side.

\textbf{Q:} Then where is the gap? Positive ions in a salt solution do go to the cathode.

\textbf{A:} The ion in a metal sits in a dense gas of conduction electrons that carries the current. Those electrons move along $-x$, from cathode to anode, and scatter from the atom. Each deflection transfers momentum. Your argument contains the force of the field on the ion, but not the force of the drifting electrons. We have to calculate the second before we can say which way the atom goes.

\section{Momentum from one stream of electrons}

\textbf{Q:} How much momentum does a deflected electron leave behind?

\textbf{A:} Take electrons of wave vector $\mathbf k$, speed $v=\hbar k/m$ and number density $\delta n$. The atom is heavy, so I treat the scattering as elastic: the direction changes by an angle $\Theta$, but $k$ does not. The number scattered into $d\Omega$ per unit time is $\delta n\,v\,(d\sigma/d\Omega)\,d\Omega$, and each such electron gives the atom $\hbar(\mathbf k-\mathbf k')$.

I assume that $d\sigma/d\Omega$ depends on $k$ and $\Theta$ alone. Averaging over the azimuth around $\mathbf k$ removes the sideways part of $\mathbf k'$ and leaves $\mathbf k\cos\Theta$. The force from this stream is therefore
\begin{equation}
\delta\mathbf F=\delta n\,v\,\hbar\mathbf k\,\sigma_{\rm tr}(k),\qquad
\sigma_{\rm tr}=\int(1-\cos\Theta)\frac{d\sigma}{d\Omega}\,d\Omega .
\label{stream}
\end{equation}
The transport cross section $\sigma_{\rm tr}$ gives little weight to small deflections, which transfer little forward momentum.

\textbf{Q:} Electrons are fermions. Many final states are occupied, so surely most of these collisions are forbidden.

\textbf{A:} Include the blocking factor and see what it does. Let $f_{\mathbf k}$ be the occupation and $W_{\mathbf k\mathbf k'}$ the elastic scattering rate. The force is
\begin{equation}
\mathbf F=\sum_{\mathbf k,\mathbf k'}W_{\mathbf k\mathbf k'}\,
f_{\mathbf k}(1-f_{\mathbf k'})\,\hbar(\mathbf k-\mathbf k').
\end{equation}
The blocking part contains $W_{\mathbf k\mathbf k'}f_{\mathbf k}f_{\mathbf k'}(\mathbf k-\mathbf k')$. Under our assumption $W_{\mathbf k\mathbf k'}=W_{\mathbf k'\mathbf k}$, so exchanging the labels reverses the sign of this term. Its double sum is zero. Individual processes are blocked, but the net force is the same as if we had left the factor out, and we may use Eq.~\eqref{stream}.

\section{The whole electron gas}

\textbf{Q:} Electrons hit the atom from every side. Why does anything survive the sum?

\textbf{A:} Without a current, nothing does. With a current, the Fermi sphere is slightly displaced. I take a spherical, electron-like Fermi surface and a temperature far below the Fermi temperature. Let $u$ be the mean electron velocity along $x$, negative here, and let $\kappa=mu/\hbar$. To first order in $\kappa$,
\begin{equation}
f(\mathbf k)=f_0(|\mathbf k-\kappa\hat{\mathbf x}|)
\simeq f_0(k)-\kappa\cos\theta\,\frac{df_0}{dk},
\end{equation}
where $\theta$ is the angle between $\mathbf k$ and $+x$. At low temperature $-df_0/dk=\delta(k-k_F)$. The change in occupation is thus
\begin{equation}
\delta f=\kappa\cos\theta\,\delta(k-k_F).
\end{equation}
The isotropic part $f_0$ gives no force. For the rest, count two spin states per $d^3k/(2\pi)^3$ and use the $x$ component of Eq.~\eqref{stream}:
\begin{align}
F_w&=\int\frac{2\,d^3k}{(2\pi)^3}\,\delta f\,
\frac{\hbar k}{m}\,\sigma_{\rm tr}(k)\,\hbar k\cos\theta\\
&=\frac{\hbar^2\kappa}{4\pi^3m}\,k_F^4\,\sigma_{\rm tr}(k_F)
\int\cos^2\theta\,d\Omega\\
&=\frac{\hbar^2\kappa}{3\pi^2m}\,k_F^4\,\sigma_{\rm tr}(k_F).
\end{align}
In the second line two powers of $k_F$ come from the volume element and two from speed times momentum. The angular integral is $4\pi/3$. Now insert $n=k_F^3/(3\pi^2)$, $v_F=\hbar k_F/m$ and $\hbar\kappa=mu$:
\begin{equation}
F_w=n\,m\,v_F\,u\,\sigma_{\rm tr}.
\label{windu}
\end{equation}
The force has the sign of $u$. It is a push in the direction of electron drift, and the cross section is needed at the Fermi energy alone.

A direct numerical integration over a displaced thermal distribution, with a cross section that varies as $1/k^2$, tests this result. The chemical potential is held at the zero-temperature Fermi energy, and Eq.~\eqref{windu} is evaluated with the zero-temperature density. The ratio of the integrated force to Eq.~\eqref{windu} is then 1.000000 both with and without blocking. Agreement this close depends on these choices: the cross section leaves the weight $k^2(-df_0/dk)$, which averages the energy over a thermal edge symmetric about the chemical potential, so the thermal correction cancels. Another cross section, or a fixed electron density, would in general leave a small correction.

\textbf{Q:} So there is a push toward the anode. How does it depend on the field?

\textbf{A:} Let $\tau$ be the time in which collisions relax the drift momentum. In the steady state the field force and the loss balance:
\begin{equation}
0=-eE-\frac{mu}{\tau}
\quad\Longrightarrow\quad u=-\frac{eE\tau}{m}.
\end{equation}
Put this into Eq.~\eqref{windu} and define the mean free path $l=v_F\tau$:
\begin{equation}
F_w=-n\,v_F\tau\,\sigma_{\rm tr}\,eE=-n\,l\,\sigma_{\rm tr}\,eE .
\end{equation}
This is the electron wind force. Writing it as $Z_weE$ gives
\begin{equation}
F=(Z_d+Z_w)\,eE,\qquad Z_w=-n\,l\,\sigma_{\rm tr}.
\label{total}
\end{equation}
The atom is driven toward the anode if $n l\sigma_{\rm tr}>Z_d$, and toward the cathode if the inequality is reversed. The number $Z_w$ expresses a force in units of $eE$; the atom has not acquired a negative charge.

\section{Which force is larger?}

\textbf{Q:} Electrons are extremely light. I still doubt that they can beat the pull on a whole elementary charge.

\textbf{A:} Put in numbers. Consider a monovalent face-centred cubic metal with a cube edge of 0.36~nm, roughly that of copper. Four atoms per cube give
\begin{equation}
n=\frac{4}{(0.36\times10^{-9}\,\mathrm m)^3}
=8.573\times10^{28}\,\mathrm{m^{-3}} .
\end{equation}
The other inputs are round model parameters: resistivity $\rho=4.0\,\mu\Omega\,$cm, current density $j=10^{10}\,\mathrm{A/m^2}$, and $\sigma_{\rm tr}=0.0050\,\mathrm{nm^2}$ for the mobile atom. The field is
\begin{equation}
E=\rho j=(4.0\times10^{-8})(10^{10})\,\mathrm{V/m}=400\,\mathrm{V/m}.
\end{equation}
Since $j=-neu=(ne^2\tau/m)E$, the resistivity is $\rho=m/(ne^2\tau)$. This gives $\tau=10.35$~fs. With $v_F=1.579\times10^6$~m/s,
\begin{equation}
l=(1.579\times10^6)(10.35\times10^{-15})\,\mathrm m
=16.34\,\mathrm{nm}.
\end{equation}
The wind valence follows:
\begin{equation}
Z_w=-(8.573\times10^{28})(1.634\times10^{-8})
(5.0\times10^{-21})\simeq-7.0 .
\end{equation}
The direct force is $+6.41\times10^{-17}$~N and the wind force is $-4.49\times10^{-16}$~N. Their sum is $-3.85\times10^{-16}$~N, or $Z_d+Z_w\simeq-6.0$. In this model the atom is driven toward the anode.

\textbf{Q:} The electron drift speed is only 0.728~m/s. What compensates for the small mass and the small speed?

\textbf{A:} The number of collisions. The field gives each electron the momentum $-eE\tau$ during one relaxation time. In that time the atom receives the drift momentum of $n(v_F\tau)\sigma_{\rm tr}$ electrons, the number contained in a cylinder of length $l$ and cross section $\sigma_{\rm tr}$. Here that number is about seven. The atom collects the field momentum of seven electrons, while the field pulls directly on one elementary charge. The small mass is no handicap: for the same $\tau$, a lighter electron would drift faster and carry the same momentum $eE\tau$.

\section{A neutral wire cannot push itself}

\textbf{Q:} Now I see a contradiction. The wire is neutral, so the field exerts no net force on it. How can the electrons push the atoms harder than the field does?

\textbf{A:} They cannot do so for all atoms together. Let there be several kinds of scatterer, with density $N_s$ and transport cross section $\sigma_s$. Lattice vibrations count as part of the background, with the lattice receiving their momentum. If the kinds scatter independently, their relaxation rates add:
\begin{equation}
\frac1\tau=v_F\sum_sN_s\sigma_s
\quad\Longrightarrow\quad
\frac1l=\sum_sN_s\sigma_s .
\end{equation}
The total wind force per volume is then
\begin{equation}
\sum_sN_s(-n l\sigma_s eE)
=-neE\,l\sum_sN_s\sigma_s=-neE .
\end{equation}
The ionic lattice has charge density $+ne$, so the direct force on it is $+neE$ per volume. The two cancel, as neutrality requires.

\textbf{Q:} Then what is left for a mobile atom?

\textbf{A:} The balance fixes the sum, not each share. An atom in the middle of a jump, with its surroundings distorted, can scatter more than the average share per atom. The rest of the lattice takes the compensating force. The drifting atom in turn passes its own force on to the lattice through which it moves, so the wire as a whole is not pushed. The fixed $\sigma_{\rm tr}$ in our model stands for an average over the jump.

The share can be expressed through resistivity. Let $N$ be the atomic density and $Z$ the number of conduction electrons per atom, so $n=ZN$. From $\rho=m/(ne^2\tau)$ and $\tau=l/v_F$,
\begin{equation}
\rho=\frac{mv_F}{ne^2}\,\frac1l .
\end{equation}
A density $N_d$ of defects like our mobile atom adds $N_d\sigma_{\rm tr}$ to $1/l$. It therefore adds
\begin{equation}
\rho_d=\frac{mv_F}{ne^2}\,N_d\sigma_{\rm tr}
\end{equation}
to the resistivity. Divide the contribution per defect by the total resistivity per atom:
\begin{equation}
\frac{\rho_d/N_d}{\rho/N}=N\,l\,\sigma_{\rm tr}
\quad\Longrightarrow\quad
Z_w=-Z\,\frac{\rho_d/N_d}{\rho/N}.
\label{share}
\end{equation}
For $Z=Z_d=1$, the wind wins when the mobile atom contributes more than the average resistivity per atom. In our example it contributes about seven times that average.

A numerical solution of the Boltzmann equation for the angular distribution of electrons, with background and defect scattering, tests these relations. The force on the defect and the added resistivity, each taken from that solution, both give $Z_w=-7.005$. The total wind force divided by $-neE$ is 1.00000000.

\section{When the cathode would win}

\textbf{Q:} Could my original direction ever be right?

\textbf{A:} Yes, if the mobile atom scatters weakly enough. Setting the total force in Eq.~\eqref{total} to zero gives
\begin{equation}
\sigma_c=\frac{Z_d}{nl}
=\frac{1}{(8.573\times10^{28})(1.634\times10^{-8})}\,\mathrm{m^2}
=0.000714\,\mathrm{nm^2}.
\end{equation}
For comparison, the square of the nearest-neighbour distance is $(0.2546\,\mathrm{nm})^2=0.0648\,\mathrm{nm^2}$. The threshold is about 1\% of that area. At this resistivity, even a rather weak scatterer is driven toward the anode.

\textbf{Q:} And if I make the metal more resistive?

\textbf{A:} Keep $n$ and $\sigma_{\rm tr}$ fixed and add background scattering. Then $l\propto1/\rho$, so $|Z_w|\propto1/\rho$. The crossover is at
\begin{equation}
\rho_c=\rho\,\frac{|Z_w|}{Z_d}
=4.0\times7.005\,\mu\Omega\,\mathrm{cm}
=28.02\,\mu\Omega\,\mathrm{cm}.
\end{equation}
At $0.9\rho_c$ the net valence is $-1/0.9+1=-0.111$; at $1.1\rho_c$ it is $-1/1.1+1=+0.091$. The Boltzmann solution reproduces the change of sign. This crossover assumes that $\sigma_{\rm tr}$ is the whole scattering of the mobile atom and that the added resistivity comes from other scatterers, such as impurities. If the background is instead lattice vibration and the mobile atom keeps its share of it, about $-eE$ per atom by the balance above, that share cancels the direct force. The net force then shrinks with rising resistivity but does not change sign.

It helps to compare the forces at fixed current density. Put $E=\rho j$ and $l\rho=mv_F/(ne^2)$ into the wind force:
\begin{equation}
F_w=-n\sigma_{\rm tr}e\,(l\rho)\,j
=-\frac{mv_F\sigma_{\rm tr}}{e}\,j,
\qquad F_d=Z_d\,e\rho j .
\end{equation}
The wind does not weaken as the background resistivity rises, because the same current means the same electron drift. The direct force grows with the larger field until it catches up. In the opposite limit, $\rho\to0$ at fixed $j$, the direct force vanishes and the wind remains.

\textbf{Q:} Does the result $-6.0$ apply to real copper?

\textbf{A:} No. We chose $\sigma_{\rm tr}$; we did not calculate it for a copper atom in a copper crystal. Copper in interconnects is observed to move toward the anode, and the model shows how a positive ion can do so. Predicting the size of the force needs the actual scattering along the jump and the actual Fermi surface. For a surface that is not spherical and electron-like, Eq.~\eqref{total} is not established, and even the sign of the wind must be calculated.

\section{From a force to a drift}

\textbf{Q:} A force of $10^{-16}$~N seems far too weak to tear an atom from its site.

\textbf{A:} It does not have to. Thermal motion makes the atom jump, and the force biases the jumps. The nearest-neighbour hop length is $a=0.2546$~nm. The work done over a hop along the force is
\begin{equation}
|F|a=6.005\,e\,(400\,\mathrm{V/m})(0.2546\times10^{-9}\,\mathrm m)
=6.1\times10^{-7}\,\mathrm{eV}.
\end{equation}
At 600~K, $k_BT=0.0517$~eV, so the work is about $1.2\times10^{-5}$ of $k_BT$.

Let the possible hops have displacements $d_i$ along $x$, and let each have rate $\Gamma_0$ without the force. If the barrier lies midway, the force lowers it by $Fd_i/2$. For independent hops the mean velocity is
\begin{equation}
v=\sum_i\Gamma_0d_i\,e^{Fd_i/(2k_BT)}
\simeq\Gamma_0\sum_id_i+\frac{F}{2k_BT}\,\Gamma_0\sum_id_i^2 .
\end{equation}
The first sum vanishes because every hop has an opposite partner. Without the force, the mean square displacement grows at the rate $\Gamma_0\sum_id_i^2$, which equals $2D$ by the definition of the diffusion coefficient along $x$. Hence
\begin{equation}
v=\frac{DF}{k_BT}.
\end{equation}
Here $D$ belongs to independent hops. In a face-centred cubic metal that diffuses by vacancies, successive hops of an atom are correlated, and the measured tracer coefficient is smaller than this $D$ by a factor of about 0.78. A random walk in a smooth periodic potential tests the law without assuming a single hop rate. Its drift at a weak force, divided by $DF/(k_BT)$, is 0.99998. The small difference from one is the sum of about $-3\times10^{-5}$ from the finite wave number used to extract the drift and the diffusion coefficient and about $+1\times10^{-5}$ from the finite force.

\textbf{Q:} How far does the atom get in a year?

\textbf{A:} Take $D=10^{-18}\,\mathrm{m^2/s}$, another round parameter. It is several orders of magnitude larger than bulk self-diffusion in copper at 600~K and stands for a fast path such as a grain boundary or interface, where our bulk estimate of the force is only a guide. Expressing $k_BT$ in electronvolts cancels the factor $e$:
\begin{equation}
v=\frac{(10^{-18})(-6.005)(400)}{0.0517}\,\mathrm{m/s}
\simeq-4.6\times10^{-14}\,\mathrm{m/s}.
\end{equation}
This is about $-1.5\,\mu$m per year, toward the anode. The direct force alone would give $+0.24\,\mu$m per year, toward the cathode. Your argument misses the direction and, for these parameters, a factor of six in the speed.

\textbf{Q:} So at which end should I look for missing metal?

\textbf{A:} Suppose no atoms can enter or leave at the ends. Let $c(x)$ be the density of mobile atoms per length, initially uniform, and let the cathode be at $x=L$. The number between an interior plane $x_0$ and the cathode changes as
\begin{equation}
\frac{d}{dt}\int_{x_0}^{L}c\,dx=J(x_0)-J(L)=c(x_0)\,v<0 ,
\end{equation}
because $J(L)=0$ and, at first, $J(x_0)=cv$ with $v<0$. Metal is lost near the cathode and collects near the anode. As it accumulates, gradients of concentration and stress can drive a return flow, so this describes the initial direction and not the final profile.

\textbf{Q:} Then I should not have asked only for the charge of the ion.

\textbf{A:} The charge fixes the direct force. To find the direction of drift you must also ask how strongly the mobile atom scatters the current.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS; positive x points from anode to cathode
fcc cube edge: 0.36 nm
conduction electrons per atom: 1
resistivity: 4.0 microohm cm
current density: 1.0e+10 A/m^2
temperature: 600 K
transport cross section: 0.0050 nm^2
atomic diffusion coefficient: 1.0e-18 m^2/s
direct valence: +1.0 (dimensionless)
ELECTRONS
electron density: 8.573e+28 m^-3
Fermi wave number: 1.364e+10 m^-1
Fermi speed: 1.579e+06 m/s
electric field: 400.0 V/m
electron drift speed: 0.728 m/s
relaxation time: 10.35 fs
mean free path: 16.34 nm
FORCES AND ATOMIC DRIFT
wind valence: -7.005 (dimensionless)
net effective valence: -6.005 (dimensionless)
direct force: +6.409e-17 N
wind force: -4.489e-16 N
net force: -3.849e-16 N
hop length: 0.2546 nm
work of net force over one hop: 6.115e-07 eV
thermal energy kT: 0.0517 eV
work per hop divided by kT: 1.183e-05
atomic drift velocity: -4.646e-14 m/s
atomic drift in one year: -1.466 micrometre
direct-force-only drift: +0.244 micrometre/year
CROSSOVER
critical cross section: 0.000714 nm^2
critical resistivity: 28.02 microohm cm
net valence at 0.9 critical resistivity: -0.1111
net valence at 1.1 critical resistivity: +0.0909
INDEPENDENT CHECKS (dimensionless)
Fermi-sphere force/formula, no blocking: 1.000000
Fermi-sphere force/formula, with blocking: 1.000000
wind valence from Boltzmann solution: -7.005243
wind valence from added resistivity: -7.005243
total wind force / (-n e E): 1.00000000
random-walk drift / (D F / kT): 0.999980
\end{verbatim}
